Electronic thermal conductivity of copper per electron mean free path

**Problem**

For copper, the product of the bulk resistivity ρ₀ and the electron mean free path λ is given as

ρ₀λ = 6.7×10⁻¹⁶ Ω m².

Use the Wiedemann-Franz law to find the electronic thermal conductivity per mean free path, κₑ/λ, at T = 300 K. Explain what the result means and when it can be trusted.

Both ρ₀ and λ belong to the bulk metal at the temperature T. The symbol κₑ stands for the heat conducted by electrons, without the part carried by lattice vibrations. Below, e > 0 is the elementary charge, so an electron has charge −e.

**A first estimate by scaling**

Let n be the electron density, m the electron mass, v the Fermi speed and E_F the Fermi energy. An electron keeps its drift for a time λ/v, so the electrical conductivity is

σ = 1/ρ₀ ~ n e² λ/(m v).

Heat is carried by the electrons within about k_B T of the Fermi energy. They are a fraction of order k_B T/E_F of all electrons, and each contributes about k_B to the heat capacity. The heat capacity per volume is then C ~ n k_B (k_B T/E_F), and kinetic theory gives

κₑ ~ C v λ ~ n k_B² T v λ/E_F.

Divide the second result by the first. Both n and λ cancel:

κₑ/σ ~ k_B² T m v²/(e² E_F) ~ (k_B/e)² T,

because m v² is of order E_F. With σ = 1/ρ₀, division by λ gives

κₑ/λ ~ (k_B/e)² T/(ρ₀λ).

With k_B/e = 8.617×10⁻⁵ V/K, this is

(8.617×10⁻⁵)² × 300/(6.7×10⁻¹⁶) ≈ 3.3×10⁹ W/(m² K).

The argument fixes how the answer depends on T and ρ₀λ, but it leaves a pure number undetermined.

**Exact solution: the currents**

The model is a spherical Fermi surface with one mean free path λ for all electrons. Collisions are elastic and restore the local equilibrium distribution. The solution is exact for this model, to first order in the applied field and temperature gradient.

Let ξ be the electron energy measured from the chemical potential μ, and let f be the Fermi function,

f = 1/(exp(ξ/k_B T) + 1).

Write g = −∂f/∂ξ, which is a positive peak of width about k_B T. At fixed energy and μ,

∂f/∂T = g ξ/T.

Let the field and the temperature gradient T′ point along x. An electron moving at angle θ to x last collided, on average, at a distance λ cos θ back along x. It therefore brings the distribution of a place whose temperature differs by −λ cos θ T′. A field F changes its energy on the way by −eFλ cos θ, so its energy at the start was higher by eFλ cos θ. Together these effects change the distribution by

δf = −λ cos θ g (eF + ξT′/T).

A gradient of μ acts in the same way as a field and is included in F.

The electric current density j and the heat current density Q follow by summing over states. With two spins there are d³k/(4π³) states per volume. The heat carried by one electron is ξ, its energy relative to μ. Define

Mₙ = ∫ d³k/(4π³) v cos²θ g ξⁿ.

Then

j = eλ (eF M₀ + M₁ T′/T),
Q = −λ (eF M₁ + M₂ T′/T).

At uniform temperature, j = σF gives

σ/λ = e² M₀.

Thermal conductivity is defined with no electric current. Setting j = 0 gives eF = −(M₁/M₀) T′/T. Insert this in Q and compare with Q = −κₑT′:

κₑ/λ = (M₂ − M₁²/M₀)/T.

The subtracted term comes from the thermoelectric field that stops the current.

**Exact solution: the integrals**

For a spherical surface, d³k = 2πk² dk d(cos θ), the integral of cos²θ over cos θ is 2/3, and v dk = dξ/ħ. Therefore

Mₙ = [1/(3π²ħ)] ∫ k² g ξⁿ dξ.

For free electrons k² is proportional to the energy μ + ξ above the band bottom. With μ ≈ E_F, k² = k_F²(1 + ξ/μ), where k_F is the Fermi wave number. Three integrals are needed:

∫ g dξ = 1, ∫ g ξ dξ = 0, ∫ g ξ² dξ = (π²/3)(k_B T)².

The limits may be extended to ±∞ because g is exponentially small at the band bottom when μ ≫ k_B T. The first integral is the total drop of f, and the second vanishes because g is even. For the third, put x = ξ/(k_B T), use the even symmetry and integrate by parts:

∫ x² (−df/dx) dx = 2 ∫₀^∞ 2x f dx.

For x > 0, f = e⁻ˣ − e⁻²ˣ + e⁻³ˣ − …, and ∫₀^∞ x e⁻ˢˣ dx = 1/s². The result is

4(1 − 1/2² + 1/3² − …) = 4 × π²/12 = π²/3.

The alternating sum equals the full sum π²/6 minus twice its even terms, which is π²/6 − π²/12.

Let A = k_F²/(3π²ħ). Then

M₀ = A,
M₁ = A (π²/3)(k_B T)²/μ,
M₂ = A (π²/3)(k_B T)².

Substitution gives

κₑ/(σT) = (π²/3)(k_B/e)² [1 − (π²/3)(k_B T/μ)²].

To leading order the bracket is 1. This is the Wiedemann-Franz law, with the Lorenz number

L₀ = (π²/3)(k_B/e)² = 2.443×10⁻⁸ V²/K².

The leading result does not need a sphere. For another Fermi surface, or a λ that varies with energy, a different smooth function of energy replaces k². If it hardly changes over k_B T, its value at μ cancels between κₑ and σ.

**Exact solution: the number**

Since κₑ = L₀T/ρ₀, division by λ gives

κₑ/λ = L₀T/(ρ₀λ).

The numerator is 2.443×10⁻⁸ × 300 = 7.329×10⁻⁶ V²/K, so

κₑ/λ = 7.329×10⁻⁶/(6.7×10⁻¹⁶) = 1.09×10¹⁰ W/(m² K).

To the two digits of the given product, the answer is 1.1×10¹⁰ W/(m² K), or 11 W/(m K) for each nanometre of mean free path. The unit follows from V²/Ω = W: (V²/K)/(Ω m²) = W/(m² K).

The model also shows why λ need not be known separately. From σ/λ = e²M₀,

1/(ρ₀λ) = e² k_F²/(3π²ħ).

The right side contains the size of the Fermi surface and no scattering strength. For copper the given product implies an effective k_F of 13.5 nm⁻¹ and a free-electron Fermi energy of 6.92 eV. At 300 K, k_B T is 0.0259 eV, so the metal is strongly degenerate. In this model the relative correction in the bracket is −4.6×10⁻⁵. For real copper this shows only that the correction is negligible, since its size and even its sign depend on how λ varies with energy. Direct numerical integration over k, with the same k_F and λ independent of energy, gives the same correction and confirms the ratio.

**Comparison of the two**

The scaling estimate is 3.3×10⁹ W/(m² K), and the solution is larger by the factor π²/3 ≈ 3.29. Three other dropped numbers cancel: 3/2 from the density of states 3n/(2E_F), 1/3 from kinetic theory and 2 from mv² = 2E_F multiply to 1. What remains is that scaling assigned each active electron a squared thermal energy (k_B T)². The actual average of ξ² over the peak g is (π²/3)(k_B T)².

A second case shows that this number depends on degeneracy. The formulas for σ and κₑ can be combined as

κₑ/(σT) = [M₂/M₀ − (M₁/M₀)²]/(e²T²).

The square bracket is the variance of the electron energy, with the weight that enters the conductivity. In a dilute gas, g is proportional to exp(−E/k_B T), where E is the energy above the band bottom. With constant λ, the factor k² makes the weight proportional to E exp(−E/k_B T). Its mean is 2k_B T and its mean square is 6(k_B T)². The variance is 6 − 4 = 2 in units of (k_B T)², and

κₑ/(σT) = 2(k_B/e)².

Numerical integration with μ placed 8k_B T below the band bottom gives 2.0001 for this factor. The scaling form survives, but L₀ would overestimate the heat conduction of a gas with constant λ. The factor depends on the scattering: for λ ∝ E² the weight is E³ exp(−E/k_B T), the variance is 20 − 16 = 4, and L₀ would underestimate it.

**From the ratio to a conductivity**

Take a rough resistivity for copper near room temperature, ρ₀ = 17 nΩ m. Then

λ = 6.7×10⁻¹⁶/(1.7×10⁻⁸) m = 39.4 nm,
κₑ = 10.94 × 39.4 ≈ 431 W/(m K).

The ratio is thus a slope: it converts a mean free path into a conductivity. Although its unit is that of a thermal conductance per area, it is not itself the conductance of a contact. For the same sphere a ballistic contact has the angular factor ∫₀¹ cos θ d(cos θ) = 1/2 in place of 2/3, so its conductance per area is 3/4 of κₑ/λ. Nor does it describe a real slab of thickness λ, in which many electrons would cross without a collision and no local temperature gradient would control the flow.

At fixed ρ₀λ the ratio grows in proportion to T, reaching 1.46×10¹⁰ W/(m² K) at 400 K. If phonon scattering makes λ fall as 1/T, the two changes cancel and the ideal κₑ, computed with L₀, stays the same. The cancellation is only approximate once inelastic scattering is included: the estimate of the next section gives a Lorenz number of 0.85 L₀ at 300 K and 0.91 L₀ at 400 K. In that model κₑ rises by about 4% over this interval, whereas the tabulated conductivity of copper falls by about 2%, so the model does not fix the sign of the small residual change.

**Inelastic scattering**

The largest correction found here for bulk copper comes from phonons. A phonon collision changes an electron's energy as well as its direction. The turn degrades both currents, while the energy change degrades the heat current alone. At low temperature the energy changes in collisions that hardly turn the electron. At 300 K this is not so: in the model below the deflection reaches 78°, and only about 3% of the loss from energy change comes from angles below 30°.

To estimate the effect, write the deviation as δf = gφ. In the steady state a driving force X balances collisions: Xgw = Cφ. Here w is the current carried by one electron and C is the linear collision operator. Assume a shape φ = aψ and fix a by multiplying by ψ and summing over states. The current per unit force is then

(Σ gψw)²/D, with D = Σ ψCψ.

The loss D is proportional to the sum of (ψ′ − ψ)² over equilibrium scattering events, where the prime marks the final state. For charge take ψ = kₓ and w = −evₓ. For heat take ψ = ξkₓ and w = ξvₓ, with force −T′/T. The average of ξ² supplies one factor (π²/3)(k_B T)² in the heat sum, which is squared. Hence, with L = κₑ/(σT),

L/L₀ = (π²/3)(k_B T)² D_charge/D_heat.

Consider an event with momentum transfer ħq and energy gain ħω. Both states lie near the Fermi surface, so **k**·**k**′ = k_F² − q²/2. Averaging over directions gives a common factor 1/3, multiplying q² for charge and, for heat,

|ξ′**k**′ − ξ**k**|² = k_F²(ξ′ − ξ)² + ξξ′q².

Put x = ξ/(k_B T) and y = ħω/(k_B T). The absorption rate contains f(x)[1 − f(x+y)], which equals [f(x) − f(x+y)]/(1 − e⁻ʸ). The difference f(x) − f(x+y) is a sum of peaks −df/dx centred at x = −s, with s spread evenly from 0 to y. About each centre the mean square is π²/3, so the mean of x(x+y) is π²/3 + s² − sy. Averaged over s this becomes π²/3 − y²/6. Emission, the reverse process, contributes equally in equilibrium.

The total weight of f(x)[1 − f(x+y)] is y/(1 − e⁻ʸ). Multiplication by the phonon number 1/(eʸ − 1) gives y eʸ/(eʸ − 1)². The squared strain of one phonon is proportional to q²/ω, hence to q for sound waves, and the final states on the sphere supply q dq. The events therefore carry a further weight q² dq. Let q_D be the largest phonon wave number and Θ the Debye temperature, so that y = (Θ/T)q/q_D. Dividing the heat loss by the charge loss gives

L₀/L = 1 + (3/π²)(k_F/q_D)²(Θ/T)² − J₇/(2π²J₅),

Jₙ = ∫₀^(Θ/T) yⁿ eʸ/(eʸ − 1)² dy.

One conduction electron per atom gives k_F³ = 3π²n and q_D³ = 6π²n, so (k_F/q_D)² = 2^(−2/3) ≈ 0.630. With a rough Θ = 320 K, Θ/T = 1.067, J₅ = 0.3040 and J₇ = 0.2288. Then

L₀/L = 1 + 0.218 − 0.038 = 1.18, or L/L₀ = 0.85.

A direct sum over scattering events with the same weights gives the same value. The second digit is not fixed. Values of the rough Θ from 300 K to 343 K give L/L₀ from 0.86 to 0.83. The straight Debye spectrum matters more, because the strain coupling acts through longitudinal motion, which is faster than the Debye speed: an fcc lattice with nearest-neighbour springs and a highest longitudinal frequency of 7.2 THz gives about 0.80 in the same scheme. The estimate lowers κₑ to about 365 W/(m K) and κₑ/λ to 9.3×10⁹ W/(m² K), with λ still defined by the resistivity. It uses one trial shape for each current and leaves out umklapp events, in which the lattice takes up extra momentum. Those events turn electrons more strongly for the same energy change, which reduces the main correction.

**Lattice heat and thin films**

Lattice vibrations add κ_ph = Cvℓ/3, now with the classical lattice heat capacity C = 3nk_B, the sound speed v and the phonon path ℓ. The implied density n = 8.26×10²⁸ m⁻³, the Debye speed k_BΘ/(ħq_D) ≈ 2500 m/s and an assumed rough path of 3 nm give about 8 W/(m K). This is 2% of the ideal κₑ. The value is proportional to the assumed path and fixes only the order of magnitude; Slack's anharmonic estimate, with a Grüneisen parameter near 2 and Θ from 320 K to 343 K, gives 12 to 15 W/(m K), still a few per cent.

In a narrow conductor the conductivity itself changes more. Consider a film of thickness d whose surfaces scatter electrons in random directions. If the surface lies a distance s back along the path, the mean flight is cut from λ to λ(1 − exp(−s/λ)). For an electron at height z moving at angle cosine u to the film normal, s = z/u. Averaging over z gives

1 − (λu/d)[1 − exp(−d/(λu))].

Flow along the film weights directions by 1 − u², with the normalizing factor 3/2. Therefore

κ_film/κₑ = 1 − (3λ/2d) ∫₀¹ (u − u³)[1 − exp(−d/(λu))] du.

For d ≫ λ the exponential disappears and the ratio tends to 1 − 3λ/(8d). For d = 20 nm and λ = 39.4 nm, the full integral gives 0.525. An average over two million random flights gives 0.525 as well. The effective path is 0.525 × 39.4 = 20.7 nm, and the slope found above turns it into

10.94 × 20.7 ≈ 226 W/(m K),

before any inelastic correction. This is how ρ₀λ serves as a figure of merit: when geometry sets the effective path, a smaller ρ₀λ means better conduction of both charge and heat. The statement assumes equal temperature, effective path and Lorenz number for the metals compared. In this film model the effective path still depends on λ, so the condition is not met at 20 nm: a metal with λ = 7 nm has an effective path of about 6 nm, and even with half of copper's ρ₀λ it conducts only about 60% as well as copper.

**Copper in practice**

The measured thermal conductivity of bulk copper near room temperature is roughly 400 W/(m K). The ideal 431 W/(m K) lies above it, and the inelastic estimate plus the lattice part, about 375 W/(m K), lies below. After the lattice part is subtracted, the measured value corresponds to L/L₀ near 0.9, so the simple inelastic estimate overstates the loss. The resistivity used is typical of fairly pure bulk metal. Copper's real Fermi surface is not a sphere, so the k_F found here is an effective value. Interconnects whose width is comparable to λ or smaller break the assumption of bulk scattering: in the 20 nm film model, diffuse surfaces alone remove 47% of the ideal conductivity. A wire has four walls and loses more: about 65% for a 20 nm × 20 nm cross-section under the same assumptions. Grain boundaries and impurities would shorten the path further, and a liner would take up part of the cross-section; these effects are not included. The computed values are collected in the numerical output below.

Table of computed values

```
given rho0*lambda of Cu: 6.70e-16 ohm m^2
temperature: 300 K
kB/e: 8.6173e-05 V/K
Lorenz number L0: 2.4430e-08 V^2/K^2
L0*T: 7.3290e-06 V^2/K
kappa_e/lambda: 1.0939e+10 W/(m^2 K)
kappa_e/lambda per nm of path: 10.939 W/(m K) per nm
direct k-space kappa_e/lambda: 1.0938e+10 W/(m^2 K)
effective Fermi wave number: 13.474 1/nm
free-electron Fermi energy: 6.917 eV
thermal energy kB*T: 0.02585 eV
degeneracy correction, direct: -4.595e-05 (relative)
degeneracy correction, formula: -4.595e-05 (relative)
dilute-gas L/(kB/e)^2: 2.0001 (no unit)
degenerate L0/(kB/e)^2: 3.2899 (no unit)
rough bulk resistivity: 17.0 nohm m
electron mean free path: 39.41 nm
ideal electronic kappa_e: 431.1 W/(m K)
rough Debye temperature: 320 K
Theta/T: 1.0667 (no unit)
J5: 0.30402 (no unit)
J7: 0.22879 (no unit)
inelastic L/L0, formula: 0.8476 (no unit)
inelastic L/L0, event sum: 0.8476 (no unit)
kappa_e with inelastic estimate: 365.4 W/(m K)
kappa_e/lambda with it: 9.272e+09 W/(m^2 K)
atom density, one electron each: 8.262e+28 1/m^3
Debye sound speed: 2468 m/s
assumed rough phonon path: 3.0 nm
lattice conductivity estimate: 8.4 W/(m K)
lattice share of ideal kappa_e: 2.0 %
film thickness: 20 nm
film thickness/lambda: 0.5075 (no unit)
kappa_film/kappa_bulk, formula: 0.5254 (no unit)
kappa_film/kappa_bulk, random flights: 0.5250 (no unit)
film kappa_e without inelastic loss: 226.5 W/(m K)
higher temperature of use: 400 K
kappa_e/lambda at that temperature: 1.4585e+10 W/(m^2 K)
```
